# Does a flat silicide film agglomerate from infinitesimal ripples?: a program that tests the result

```python
"""
Result under test: on a flat, isotropic, unstressed film without wetting forces,
surface diffusion damps a ripple of wavevector k at the rate B*k**4, for every k > 0.
B = D_s*gamma*Omega**2*n_s/(k_B*T): D_s surface diffusivity, gamma surface energy,
Omega volume of a mobile formula unit, n_s their surface density, T temperature.
Also tested: the free cylinder, and the effects of wetting forces, stress,
anisotropy, holes and grain boundaries, which lie outside the ideal film.
Dimensionless tests use B = gamma = 1 and a period of 2*pi.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import gamma as gamma_function


def derivative(field, axis):
    n = field.shape[axis]
    k = np.fft.fftfreq(n, 1.0 / n)
    if n % 2 == 0:
        k[n // 2] = 0.0
    shape = [1] * field.ndim
    shape[axis] = n
    transformed = np.fft.fft(field, axis=axis)
    return np.fft.ifft(1j * k.reshape(shape) * transformed, axis=axis).real


def surface_rate(h, extra_potential=None):
    """Full nonlinear height rate from curvature and the surface Laplacian."""
    hx, hy = derivative(h, 0), derivative(h, 1)
    w = np.sqrt(1 + hx**2 + hy**2)
    potential = -derivative(hx / w, 0) - derivative(hy / w, 1)
    if extra_potential is not None:
        potential = potential + extra_potential(h)
    px, py = derivative(potential, 0), derivative(potential, 1)
    along = (hx * px + hy * py) / w
    return derivative(w * px - hx * along, 0) + derivative(w * py - hy * along, 1)


# Linear damping in two dimensions, several directions at once
n = 32
x = 2 * np.pi * np.arange(n) / n
X, Y = np.meshgrid(x, x, indexing="ij")
modes = [(1, 0), (2, 0), (1, 1), (2, 3), (0, 4)]
surface = sum(1e-4 * np.cos(p * X + q * Y) for p, q in modes)
surface_fft = np.fft.fft2(surface)
rate_fft = np.fft.fft2(surface_rate(surface))
for p, q in modes:
    measured = (rate_fft[p, q] / surface_fft[p, q]).real
    assert abs(measured / -(p**2 + q**2)**2 - 1) < 1e-4

# All modes of a grid: rate matrix from the length of a polygon
m = 48
dx = 2 * np.pi / m
step = 1e-3
unit = np.eye(m) * step


def polygon_length(h):
    return np.sum(np.sqrt(dx**2 + (np.roll(h, -1) - h)**2))


hessian = np.empty((m, m))
for i in range(m):
    for j in range(i, m):
        value = (polygon_length(unit[i] + unit[j]) - polygon_length(unit[i] - unit[j])
                 - polygon_length(unit[j] - unit[i])
                 + polygon_length(-unit[i] - unit[j])) / (4 * step**2)
        hessian[i, j] = hessian[j, i] = value
ring = np.eye(m)
laplacian = (np.roll(ring, 1, 0) + np.roll(ring, -1, 0) - 2 * ring) / dx**2
eigenrates = np.sort(np.linalg.eigvals(laplacian @ hessian / dx).real)[::-1]
assert abs(eigenrates[0]) < 1e-2
assert np.all(eigenrates[1:] < -0.9)
assert np.allclose(eigenrates[1:3], -1, rtol=0.01)

# Energy of ripples on both interfaces, for several relative phases
z = 2 * np.pi * np.arange(512) / 512
for phase in (0.0, 1.0, np.pi):
    top = 0.01 * np.cos(3 * z)
    bottom = 0.007 * np.cos(3 * z + phase)
    excess = sum(g * np.mean(np.sqrt(1 + np.gradient(
        np.r_[f[-1], f, f[0]], z[1])[1:-1]**2) - 1)
        for g, f in ((1.0, top), (0.5, bottom)))
    assert abs(excess / (9 / 4 * (0.01**2 + 0.5 * 0.007**2)) - 1) < 2e-3

# Length decreases at finite amplitude at the rate given by curvature gradients
n1 = 64
x1 = 2 * np.pi * np.arange(n1) / n1


def curve_length(h):
    return 2 * np.pi * np.mean(np.sqrt(1 + derivative(h, 0)**2))


curve = (0.3 * np.cos(x1) + 0.08 * np.sin(2 * x1))[:, None]
curve_rate = surface_rate(curve)
eps = 1e-5
length_rate = (curve_length(curve + eps * curve_rate)
               - curve_length(curve - eps * curve_rate)) / (2 * eps)
slope = derivative(curve, 0)
root = np.sqrt(1 + slope**2)
curvature = -derivative(slope, 0) / root**3
dissipation = 2 * np.pi * np.mean(derivative(curvature, 0)**2 / root)
assert length_rate < 0 and abs(length_rate / -dissipation - 1) < 1e-4


def surviving_fraction(initial_slope):
    """First harmonic left after one linear damping time; checks falling length."""
    start = initial_slope * np.cos(x1)
    run = solve_ivp(lambda t, h: surface_rate(h[:, None])[:, 0], (0, 1), start,
                    method="BDF", t_eval=np.linspace(0, 1, 11), rtol=1e-7, atol=1e-10)
    assert run.success
    lengths = [curve_length(h[:, None]) for h in run.y.T]
    assert np.all(np.diff(lengths) < 0)
    return 2 * np.mean(run.y[:, -1] * np.cos(x1)) / initial_slope


# Free cylinder: a second curvature makes long waves grow
for radius, k in ((0.5, 1), (0.5, 3)):
    r = radius + 1e-5 * np.cos(k * x1)
    rz = derivative(r, 0)
    w = np.sqrt(1 + rz**2)
    total_curvature = 1 / (r * w) - derivative(rz, 0) / w**3
    r_rate = derivative(r / w * derivative(total_curvature, 0), 0) / r
    measured = (np.fft.fft(r_rate)[k] / np.fft.fft(r)[k]).real
    assert abs(measured / (k**2 * (1 / radius**2 - k**2)) - 1) < 1e-3

# Wetting potential -c/h**2 at h = 1: cutoff squared is 6*c
c = 0.5


def wetting_potential(h):
    d = 1e-4
    return (-c / (h + d)**2 + c / (h - d)**2) / (2 * d)


for k in (1, 2):
    h = (1 + 1e-5 * np.cos(k * x1))[:, None]
    measured = (np.fft.fft(surface_rate(h, wetting_potential)[:, 0])[k]
                / np.fft.fft(h[:, 0])[k]).real
    assert abs(measured / (k**2 * (6 * c - k**2)) - 1) < 1e-3

# Elastic half-space under a unit sinusoidal shear traction, k = 1
sx, sy = sp.symbols("x y", real=True)
nu, young = sp.symbols("nu E", positive=True)
airy = sy * sp.exp(sy) * sp.cos(sx)
sxx, syy, sxy = sp.diff(airy, sy, 2), sp.diff(airy, sx, 2), -sp.diff(airy, sx, sy)
assert syy.subs(sy, 0) == 0 and sp.simplify(sxy.subs(sy, 0) - sp.sin(sx)) == 0
density = ((1 - nu**2) / (2 * young) * (sxx**2 + syy**2)
           - nu * (1 + nu) / young * sxx * syy + (1 + nu) / young * sxy**2)
x_average = sp.integrate(sp.expand(density), (sx, 0, 2 * sp.pi)) / (2 * sp.pi)
stored = sp.integrate(sp.expand(x_average), (sy, -sp.oo, 0))
assert sp.simplify(stored - (1 - nu**2) / (2 * young)) == 0


# Fourfold anisotropy 1 + e*cos(4*angle): quadratic ripple energy gives stiffness
def measured_stiffness(e):
    slope_value = -0.001 * np.sin(z)
    energy = (1 + e * np.cos(4 * np.arctan(slope_value))) * np.sqrt(1 + slope_value**2)
    return 4 * np.mean(energy - (1 + e)) / 0.001**2


for e in (0.03, 0.1):
    assert abs(measured_stiffness(e) - (1 + e - 16 * e)) < 1e-3
critical_anisotropy = brentq(measured_stiffness, 0.0, 0.2)


# Example: round parameters, lengths in nm unless a name says otherwise
thickness = 30.0
temperature = 873.0
anneal = 60.0
gamma_s, gamma_i, gamma_si, gamma_gb = 1.0, 0.5, 1.0, 0.5   # J/m2
diffusivity_cm2 = 1e-10
unit_volume = 0.024   # nm3
hamaker_ev = 2.5
modulus_gpa, poisson = 200.0, 0.3
omega = unit_volume * 1e-27
site_density = omega**(-2 / 3)
thermal = const.k * temperature
B = diffusivity_cm2 * 1e-4 * gamma_s * omega**2 * site_density / thermal * 1e36

# Finite ripple of the example
ripple_wavelength = 200.0
small_slope = 2 * np.pi * 1.0 / ripple_wavelength
large_slope = 2 * np.pi * 10.0 / ripple_wavelength
small_left = surviving_fraction(small_slope)
large_left = surviving_fraction(large_slope)
assert abs(small_left / np.exp(-1) - 1) < 5e-3

# Wetting forces
wetting_length2 = hamaker_ev * const.e / (2 * np.pi * gamma_s) * 1e18   # nm2
k_wet = np.sqrt(wetting_length2) / thickness**2
k_grid = np.linspace(0, 1, 20001)
wet_peak = np.max(k_grid**2 * (1 - k_grid**2))
assert abs(wet_peak - 1 / 4) < 1e-6
wet_time = 1 / (B * k_wet**4 / 4)
wet_thickness = (B * anneal * wetting_length2**2 / 4)**(1 / 8)

# Stress
stress_peak = np.max(k_grid**3 * (1 - k_grid))
assert abs(stress_peak - 27 / 256) < 1e-6
stress_rows = []
for stress_gpa in (0.1, 1.0):
    k_stress = (2 * (1 - poisson**2) * (stress_gpa * 1e9)**2
                / (modulus_gpa * 1e9 * gamma_s) * 1e-9)
    stress_rows.append((stress_gpa, 2 * np.pi / k_stress / 1000,
                        1 / (B * k_stress**4 * 27 / 256) / 3600))

# Straight-walled hole with its volume returned to a large surrounding film
cos_theta = (gamma_si - gamma_i) / gamma_s
hole_radius = thickness / (1 - cos_theta)
hole_barrier = np.pi * thickness**2 * 1e-18 * gamma_s / (1 - cos_theta)
cell_area = 10000.0**2


def hole_energy(r):
    raised = thickness * cell_area / (cell_area - np.pi * r**2)
    return (2 * np.pi * r * raised * gamma_s
            + np.pi * r**2 * (gamma_si - gamma_s - gamma_i)) * 1e-18


top_hole = minimize_scalar(lambda r: -hole_energy(r) * 1e15,
                           bounds=(1, 5 * thickness), method="bounded")
assert abs(top_hole.x / hole_radius - 1) < 0.01
assert abs(hole_energy(top_hole.x) / hole_barrier - 1) < 0.01


# Grain-boundary groove at equilibrium, depth below mean per grain width
def groove_fraction(energy_ratio):
    beta = np.arcsin(energy_ratio / 2)
    return (beta - np.sin(beta) * np.cos(beta)) / (4 * np.sin(beta)**2)


def minimized_groove(energy_ratio, cells=60):
    ds = 0.5 / cells
    weights = np.full(cells, 1 / cells)
    weights[-1] /= 2

    def energy_and_gradient(u):
        jumps = np.diff(np.r_[0.0, u])
        segments = np.sqrt(ds**2 + jumps**2)
        pull = jumps / segments
        gradient = pull - np.r_[pull[1:], 0.0] - energy_ratio / 2 * weights
        return np.sum(segments) - energy_ratio / 2 * (weights @ u), gradient

    best = minimize(energy_and_gradient, np.zeros(cells), jac=True, method="BFGS",
                    options={"gtol": 1e-8, "maxiter": 2000})
    assert np.max(np.abs(best.jac)) < 1e-5
    return weights @ best.x


for ratio in (gamma_gb / gamma_s, gamma_gb / gamma_i):
    assert abs(minimized_groove(ratio) / groove_fraction(ratio) - 1) < 0.005
top_fraction = groove_fraction(gamma_gb / gamma_s)
bottom_fraction = groove_fraction(gamma_gb / gamma_i)
rupture_top = thickness / top_fraction
rupture_both = thickness / (top_fraction + bottom_fraction)

# Early groove: finite volumes, imposed unit slope and no flux at the boundary
cells = 400
width = 12.0 / cells
neumann = (np.diag(np.full(cells, -2.0)) + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
neumann[0, 0] = neumann[-1, -1] = -1.0
values, vectors = np.linalg.eigh(neumann / width**2)
source = np.zeros(cells)
source[0] = -1 / width
source_modes = vectors.T @ source
active = np.abs(values) > 1e-6
amplitudes = np.zeros(cells)
amplitudes[active] = (-(1 - np.exp(-values[active]**2)) / values[active]
                      * source_modes[active])
numerical_depth = -((vectors @ amplitudes)[0] - width / 2)
groove_constant = 1 / (np.sqrt(2) * gamma_function(5 / 4))
assert abs(numerical_depth / groove_constant - 1) < 0.005
beta_top = np.arcsin(gamma_gb / (2 * gamma_s))
groove_depth = groove_constant * np.tan(beta_top) * (B * anneal)**0.25

print(f"film thickness: {thickness:.0f} nm")
print(f"temperature: {temperature:.0f} K; anneal time: {anneal:.0f} s")
print(f"surface energy of film: {gamma_s:.2f} J/m2")
print(f"buried interface energy: {gamma_i:.2f} J/m2")
print(f"bare substrate energy: {gamma_si:.2f} J/m2")
print(f"grain-boundary energy: {gamma_gb:.2f} J/m2")
print(f"surface diffusivity (assumed): {diffusivity_cm2:.1e} cm2/s")
print(f"formula-unit volume: {unit_volume:.3f} nm3")
print(f"surface density of units: {site_density * 1e-18:.2f} nm^-2")
print(f"thermal energy: {thermal / const.e:.4f} eV")
print(f"Mullins coefficient B: {B:.4g} nm4/s")
for wavelength in (50, 100, 200, 500, 1000, 10000):
    rate = B * (2 * np.pi / wavelength)**4
    print(f"wavelength {wavelength} nm: damping time {1 / rate:.3g} s, "
          f"lost in anneal {-100 * np.expm1(-rate * anneal):.3g} %")
print(f"linear fraction left after one damping time: {np.exp(-1):.4f}")
print(f"same, 1 nm ripple of 200 nm wavelength, full equation: {small_left:.4f}")
print(f"same, 10 nm ripple of 200 nm wavelength, full equation: {large_left:.4f}")
print(f"maximum slopes of these two ripples: {small_slope:.4f}, {large_slope:.4f}")
print(f"free cylinder, radius 30 nm, cutoff wavelength: {2 * np.pi * thickness:.1f} nm")
print(f"cylinder fastest wavelength: {2 * np.pi * np.sqrt(2) * thickness:.1f} nm")
print(f"cylinder shortest growth time: {4 * thickness**4 / B:.4g} s")
print(f"Hamaker constant: {hamaker_ev:.2f} eV")
print(f"wetting cutoff wavelength: {2 * np.pi / k_wet / 1000:.2f} um")
print(f"wetting shortest growth time: {wet_time:.3g} s "
      f"= {wet_time / const.year:.3g} years")
print(f"thickness where wetting growth time equals anneal: {wet_thickness:.2f} nm")
print(f"Young modulus: {modulus_gpa:.0f} GPa; Poisson ratio: {poisson:.2f}")
for stress_gpa, cutoff, hours in stress_rows:
    print(f"stress {stress_gpa:.1f} GPa: cutoff wavelength {cutoff:.3g} um, "
          f"shortest growth time {hours:.3g} h")
print(f"critical fourfold anisotropy: {critical_anisotropy:.4f}")
print(f"contact angle: {np.degrees(np.arccos(cos_theta)):.1f} degrees")
print(f"energy gain on uncovering substrate: {gamma_s + gamma_i - gamma_si:.2f} J/m2")
print(f"critical hole radius: {hole_radius:.1f} nm")
print(f"hole barrier: {hole_barrier / const.e:.3g} eV "
      f"= {hole_barrier / thermal:.3g} kT")
print(f"groove slope angle at free surface: {np.degrees(beta_top):.2f} degrees")
print(f"early groove constant: {groove_constant:.4f}")
print(f"groove depth after anneal: {groove_depth:.2f} nm")
print(f"groove depth / grain width, free surface: {top_fraction:.4f}")
print(f"groove depth / grain width, buried interface: {bottom_fraction:.4f}")
print(f"rupture grain width, free surface grooves only: {rupture_top:.0f} nm")
print(f"rupture grain width, both interfaces groove: {rupture_both:.0f} nm")
print("checks complete")
```

Running it gives:

```
film thickness: 30 nm
temperature: 873 K; anneal time: 60 s
surface energy of film: 1.00 J/m2
buried interface energy: 0.50 J/m2
bare substrate energy: 1.00 J/m2
grain-boundary energy: 0.50 J/m2
surface diffusivity (assumed): 1.0e-10 cm2/s
formula-unit volume: 0.024 nm3
surface density of units: 12.02 nm^-2
thermal energy: 0.0752 eV
Mullins coefficient B: 5744 nm4/s
wavelength 50 nm: damping time 0.698 s, lost in anneal 100 %
wavelength 100 nm: damping time 11.2 s, lost in anneal 99.5 %
wavelength 200 nm: damping time 179 s, lost in anneal 28.5 %
wavelength 500 nm: damping time 6.98e+03 s, lost in anneal 0.856 %
wavelength 1000 nm: damping time 1.12e+05 s, lost in anneal 0.0537 %
wavelength 10000 nm: damping time 1.12e+09 s, lost in anneal 5.37e-06 %
linear fraction left after one damping time: 0.3679
same, 1 nm ripple of 200 nm wavelength, full equation: 0.3680
same, 10 nm ripple of 200 nm wavelength, full equation: 0.3798
maximum slopes of these two ripples: 0.0314, 0.3142
free cylinder, radius 30 nm, cutoff wavelength: 188.5 nm
cylinder fastest wavelength: 266.6 nm
cylinder shortest growth time: 564.1 s
Hamaker constant: 2.50 eV
wetting cutoff wavelength: 22.40 um
wetting shortest growth time: 1.12e+11 s = 3.57e+03 years
thickness where wetting growth time equals anneal: 2.08 nm
Young modulus: 200 GPa; Poisson ratio: 0.30
stress 0.1 GPa: cutoff wavelength 69 um, shortest growth time 6.69e+09 h
stress 1.0 GPa: cutoff wavelength 0.69 um, shortest growth time 66.9 h
critical fourfold anisotropy: 0.0667
contact angle: 60.0 degrees
energy gain on uncovering substrate: 0.50 J/m2
critical hole radius: 60.0 nm
hole barrier: 3.53e+04 eV = 4.69e+05 kT
groove slope angle at free surface: 14.48 degrees
early groove constant: 0.7801
groove depth after anneal: 4.88 nm
groove depth / grain width, free surface: 0.0425
groove depth / grain width, buried interface: 0.0906
rupture grain width, free surface grooves only: 706 nm
rupture grain width, both interfaces groove: 225 nm
checks complete
```
